# Why the arm error of a Greek cross falls exponentially

When a sheet resistance is calculated from a Greek-cross reading as $(\pi/\ln2)V/I$, someone has to decide whether the arms are long enough for that factor, or whether the result needs a correction. For full-width metal contacts the fractional shortfall is, to leading order,

$$E=\frac{2e^{-\pi/2}}{\ln2}\,e^{-2\pi L/w}\approx0.600\,e^{-2\pi L/w}, \tag{1}$$

where $w$ is the width of the arms and of the central square, and $L$ is the arm length measured from the square. At $L=w$ the shortfall is 0.112% of the true sheet resistance.

## What the arm does to the potential

The film is thin, uniform, isotropic in its plane and ohmic, with sheet resistance $R_s$. The cross has fourfold symmetry. Contacts 1, 2, 3, 4 follow one another around it, and each is an equipotential covering one arm end. Current $I$ enters at 1 and leaves at 2; $V=V_4-V_3$ is read without drawing current.

The current per unit width is $-\nabla\phi/R_s$, and its conservation gives $\nabla^2\phi=0$. In an arm let $x$ run outward from the mouth and $y$ from 0 to $w$ across. Try $\phi=X(x)Y(y)$. Then $Y''=-k^2Y$ and $X''=k^2X$. No current crosses the sides, so $Y'(0)=Y'(w)=0$, which requires $Y=\cos ky$ with $k=n\pi/w$. Hence

$$\phi=a+bx+\sum_{n\ge1}\cos\frac{n\pi y}{w}\left(A_ne^{-n\pi x/w}+B_ne^{n\pi x/w}\right). \tag{2}$$

The decay is a consequence of Laplace's equation: a potential that oscillates across the strip must be exponential along it. The slowest mode has $\kappa=\pi/w$.

Each cosine averages to zero over the width, so the average potential is $a+bx$. The outward current is $-wb/R_s$, hence $b=0$ in a voltage arm. A full-width contact there sits at the average potential $a$, and the mode $A_1e^{-\kappa L}$ that reaches it adds nothing directly to the reading.

The contact acts indirectly. Metal cannot support a transverse voltage, so $A_1e^{-\kappa L}+B_1e^{\kappa L}=0$, or

$$B_1=\Gamma A_1e^{-2\kappa L},\qquad \Gamma=-1. \tag{3}$$

The disturbance decays on the way out, is reflected with opposite sign, and decays again on the way back. This round trip doubles the exponent.

## From reflected mode to voltage error

Let $\phi$ be the field with infinite arms, $\tilde\phi$ the field with contacts at $x=L$, and $u=\tilde\phi-\phi$. Let $\phi'$ be the infinite-arm field when $I$ enters at 4 and leaves at 3. Since $u$ and $\phi'$ both satisfy Laplace's equation, Green's identity on the finite cross gives

$$\oint(u\,\partial_n\phi'-\phi'\,\partial_nu)\,ds=0.$$

Insulating edges contribute nothing, which leaves the four arm ends.

The currents are the same with finite and infinite arms, so the average of $u$ in arm $j$ is a constant $c_j$. It contributes $wc_jb'_j$. Current enters through arm 4 and leaves through arm 3, so $b'_4=R_sI/w$, $b'_3=-R_sI/w$, and the other two vanish. These terms sum to $R_sI(c_4-c_3)$.

For the first mode, the returning part $B_j\cos(\kappa y)e^{\kappa x}$ of $u$ meets $A'_j\cos(\kappa y)e^{-\kappa x}$ in $\phi'$. Since $\int_0^w\cos^2(\kappa y)\,dy=w/2$, the contribution is

$$\frac w2B_jA'_j(-\kappa-\kappa)=-\pi B_jA'_j .$$

Any decaying part of $u$ has the same $x$-dependence as $\phi'$ and cancels. Therefore

$$\Delta V=c_4-c_3=\frac{\pi}{R_sI}\sum_jB_jA'_j\simeq\frac{\pi\Gamma}{R_sI}e^{-2\kappa L}\sum_jA_jA'_j. \tag{4}$$

The last step uses the infinite-arm amplitude in (3). Its change, and the modes $n\ge2$, are of higher order.

Symmetry fixes the sum. Write currents into contacts 1 to 4 in units of $I$:

$$(1,-1,0,0)=p+q,\qquad(0,0,-1,1)=p-q,$$
$$p=\tfrac12(1,-1,-1,1),\qquad q=\tfrac12(1,-1,1,-1).$$

Pattern $q$ is unchanged by reflection in the centre line of any arm, so its field is even across each arm. The mode $\cos(\pi y/w)$ is odd and is absent. Both fields thus owe their first mode to $p$, and $A'_j=A_j$. Reflections in the diagonals leave $p$ unchanged or reverse it, so $|A_j|$ is the same in all arms. Four equal positive terms add, and $\Gamma=-1$ makes the reading low.

## The size of the amplitude

The diagonals cut out arm 1 with one triangle of the square. In $q$ both diagonal edges of this piece are at $\phi=0$, by antisymmetry. In $p$ one is at $\phi=0$ and the other, a mirror line, carries no current across it.

Map the piece to the upper half of a complex $t$ plane, with the centre of the cross at $t=0$ and the two mouth corners at $t=\pm1$. The interior angles are $\pi/2$ and $3\pi/4$, so

$$\frac{dz}{dt}=\frac w\pi t^{-1/2}(t^2-1)^{-1/4}.$$

At large $t$ this is $w/(\pi t)$; a half turn in $t$ then changes $z$ by $iw$, the correct width. On the arm axis $t=is$, the phases cancel, and the distance from the centre is

$$\frac{\pi x_c}{w}=\int_0^s\frac{ds'}{\sqrt{s'}(1+s'^2)^{1/4}}.$$

Put $g=\sqrt{s'}/(1+s'^2)^{1/4}$, so that $s'^2=g^4/(1-g^4)$. The integrand becomes

$$\frac{2\,dg}{1-g^4}=\left(\frac1{1-g^2}+\frac1{1+g^2}\right)dg,$$

and the integral is $\operatorname{artanh}g+\arctan g$ at the upper limit. For large $s$, $1-g\simeq1/(4s^2)$, giving

$$\frac{\pi x_c}{w}\simeq\ln s+\frac32\ln2+\frac\pi4.$$

With $x_c=w/2+x$, this is $s=s_0e^{\kappa x}$, where $s_0=e^{\pi/4}/(2\sqrt2)$. Across the arm, $t\simeq s_0e^{\kappa x+i\pi y/w}$, with relative corrections of order $t^{-2}$ that do not alter the first mode.

Each pattern sends $I/2$ into arm 1. The potentials are

$$\phi_p=\frac{R_sI}{2\pi}\operatorname{Re}\operatorname{arcosh}(2t-1),\qquad
\phi_q=\frac{R_sI}{2\pi}\operatorname{Re}\operatorname{arcosh}t .$$

For a real argument between $-1$ and $1$ the real part vanishes, which supplies the zero-potential edges. Outside that interval the imaginary part is constant, so the edge insulates. At large $t$,

$$\operatorname{arcosh}(2t-1)=\ln4t-\frac1{2t}+O(t^{-2}),\qquad
\operatorname{arcosh}t=\ln2t+O(t^{-2}).$$

Call the average potentials in arm 1 $F$ for $p$ and $G$ for $q$. From the patterns, $V_4=F-G$ and $V_3=-F+G$, so

$$V_\infty=2(F-G)=\frac{R_sI}{\pi}\ln2. \tag{5}$$

This is the usual conversion factor. The $1/t$ term gives

$$|A_1|=\frac{R_sI}{4\pi s_0}=\frac{e^{-\pi/4}}{\sqrt2\,\pi}R_sI\approx0.1026\,R_sI. \tag{6}$$

Putting $\sum_jA_jA'_j=4A_1^2$ into (4),

$$\Delta V=\Gamma\frac{2e^{-\pi/2}}{\pi}R_sI\,e^{-2\pi L/w}.$$

Division by (5) gives $\Delta V/V_\infty=-E$ for $\Gamma=-1$, which is (1).

## How good the leading term is

A resistor network of the whole cross, solved with 16, 32 and 64 cells per width and extrapolated to zero cell size, uses neither the modes nor the map. It gives these shortfalls:

| $L/w$ | Network (%) | Equation (1) (%) |
|---|---|---|
| 0.25 | 12.14 | 12.47 |
| 0.50 | 2.575 | 2.592 |
| 1.00 | 0.1120 | 0.1120 |

The difference shrinks as expected for neglected terms of relative order $e^{-2\pi L/w}$. Equation (1) is a long-arm result and should not be carried to $L=0$.

The contact's role can be tested by changing the contact alone. Suppose an end contact has interface resistance $r_c$ (resistance times width), and define $\ell=r_c/R_s$. Continuity of current gives $\phi-V_c=-\ell\,\partial_x\phi$ at $x=L$, with $V_c$ the metal potential. For the first mode,

$$A_1e^{-\kappa L}+B_1e^{\kappa L}=\kappa\ell\left(A_1e^{-\kappa L}-B_1e^{\kappa L}\right),$$
$$\Gamma=-\frac{1-\kappa\ell}{1+\kappa\ell}. \tag{7}$$

The error is now $-\Gamma$ times (1). At fixed $L=w/2$, the network error drops from 2.575% to 0.006% for $\ell=w/\pi$, where (7) predicts no reflection. For $\ell=30w$ it reverses to $-2.52\%$, against $-2.54\%$ from (7): the reading is then too high. The arm length sets the exponential, while the contact sets the sign and part of the size.

## A 10 µm cross in doped TiO2

Take a niobium-doped anatase film with rough values: resistivity $10^{-3}$ Ω cm, thickness 100 nm, $w=L=10$ µm and $I=100$ µA. Then $R_s=10^{-3}/10^{-5}=100$ Ω per square. Infinite arms would give $10^{-4}\times100\times0.22064=2.206$ mV. The finite arms give 2.204 mV, from which one infers 99.89 Ω per square.

Solving (1) for length,

$$L=\frac{w}{2\pi}\ln\frac{0.600}{E}. \tag{8}$$

A 0.1% error needs 10.18 µm and a 0.01% error needs 13.85 µm. Ten times less error costs 3.7 µm of arm.

If the metal lies on top of the film instead of at its end, current enters over a transfer length $L_T=\sqrt{\rho_c/R_s}$, with $\rho_c$ the specific contact resistance. Under the metal $\nabla^2\phi=(\phi-V_c)/L_T^2$, so the first mode decays there at the rate $\sqrt{\kappa^2+1/L_T^2}$. For an overlap much longer than this decay length, (7) applies with

$$\ell=\frac{L_T}{\sqrt{1+(\pi L_T/w)^2}}.$$

For a rough $\rho_c=10^{-6}$ Ω cm², which varies widely with processing, $L_T=1$ µm and $\Gamma=-0.539$. The arm error falls from 0.112% to 0.060%, and the network gives the same value. Here $\kappa\ell<1$, so a top contact with such a long overlap weakens the leading error without reversing it.

Crystal orientation can matter more. Anatase is tetragonal and isotropic in the plane when its $c$ axis is normal to the film. For an illustrative in-plane conductivity ratio of 2 aligned with the arms, the network still returns the geometric-mean sheet resistance for long arms, but the error at $L=w$ rises to 0.59%. In the arms along the better-conducting direction, the transverse conductivity is half the longitudinal one, and the mode's decay rate drops by a factor of $\sqrt2$. The error grows quickly with the ratio, to about 3% for a ratio of 4 and 7% for a ratio of 6 at $L=w$. A film with its $c$ axis lying in the plane may well exceed a ratio of 2, so (1) and (8) should not be used for it. Crystal axes that are not aligned with the arms are not treated here.

Other errors can be comparable with that of the arms. The drive resistance follows from $V_1-V_2=2(F+G)$ as $R_s(2L/w+1/2)$, or 2.5 squares, so the power is 2.5 µW. Treat the square and the two driven arms, of total area $3w^2$, as a disc of radius $r=w\sqrt{3/\pi}\approx9.8$ µm at uniform temperature, on thick glass of thermal conductivity $k\approx1$ W/(m K). For power $P$ the rise is $P/(4kr)$, or about 0.06 K. If the voltage contacts differed by that whole amount, a Seebeck coefficient of 50 µV/K would add about 3 µV, or roughly 0.15% of the signal. This is an upper estimate: in a perfectly symmetric cross, Joule heating warms the two voltage contacts equally and this contribution vanishes. A 1 µV meter offset adds 0.05%. The field is about 10 V/cm, and the vertical film resistance, $3\times10^{-9}$ Ω cm², is small beside $\rho_c$. Thickness variations are left out.

## What to do

For an isotropic film with full-width, low-resistance contacts, choose $L$ from (8). If the arms are already made and $L\ge w/2$, divide the inferred sheet resistance by $1+\Gamma E$, with $E$ from (1). For full-width, low-resistance contacts $\Gamma=-1$ and the divisor is $1-E$; for other full-width contacts $\Gamma$ must be known first. The correction is of leading order only: at $L=w/2$ it leaves about 0.02% (compare the table), and at $L=0.75w$ about 0.001%. If the four contacts differ, use the mean of their $\Gamma$ values, since the four arms contribute equally to (4). This too holds only to leading order; with strongly unlike contacts at $L=w/2$ the remainder can reach about 0.07% and depends on which arms carry which contact. Reverse the current and take half the difference of the readings: this removes a constant offset and also the thermoelectric voltage from Joule heating, which is even in $I$. Peltier heating and cooling at the driven contacts change sign with the current, so any thermoelectric voltage they cause remains. In the example the Peltier power, Seebeck coefficient times 300 K times $I$, is 1.5 µW per contact, comparable with the Joule power. On bare glass, ignoring heat carried off by the metal pads, it puts about 7 mK between the voltage contacts, or roughly 0.016% of the signal. This fraction does not fall when the current is lowered and grows as the square of the Seebeck coefficient, so it must be considered when aiming at 0.01%.

Make the contacts span the arm evenly. A driven contact that feeds current mainly into one side creates a first mode at $x=L$ of order $R_sI$, so $B_1$ is of order $R_sIe^{-\kappa L}$. By (4) the error then falls as $e^{-\pi L/w}$, and the benefit of the round trip is lost: one contact covering only one half of its arm end gives about 2% at $L=w$. By reciprocity an off-centre voltage contact is just as harmful. A narrower contact centred on the arm creates no first mode and keeps the rate $e^{-2\pi L/w}$, but with a prefactor different from that in (1). Most of the computed values are listed in the numerical output below.

## Table of computed values

```
Long-arm V/(I Rs): network 0.220633, ln2/pi 0.220636
Error prefactor: 0.5998
Map constant: quadrature 1.825119
Map constant: pi/4 + 1.5 ln2 = 1.825119
L/w, network error (%), formula error (%), ratio:
  0.25  12.14216  12.46890  0.9738
  0.50  2.57520  2.59203  0.9935
  0.75  0.53806  0.53883  0.9986
  1.00  0.11197  0.11201  0.9997
  1.25  0.02328  0.02328  0.9999
Mode decay rate times w: 3.1416 (pi = 3.1416)
Error decay rate times w: 6.2806 (2 pi = 6.2832)
Mode amplitude/(Rs I), formula: 0.10262
Mode amplitude/(Rs I), network, four arms: 0.10262 0.10262 0.10262 0.10262
Error at L=w rebuilt from modes: 0.11201 %
L=w/2, contact length w/pi: error 0.00566 %
L=w/2, contact length 30w: error -2.5201 %
  reflection formula: -2.5376 %
Drive resistance/Rs at L=w: network 2.49975
Example: Nb-doped anatase TiO2 film, rough typical values
Resistivity: 1.0e-03 ohm cm
Thickness: 100 nm
Arm width: 10 um; arm length: 10 um
Current: 100 uA
True sheet resistance: 100.00 ohm per square
Voltage, infinite arms: 2.20636 mV
Voltage, finite arms: 2.20388 mV
Inferred sheet resistance: 99.888 ohm per square
Arm error, ideal end contacts: 0.1120 %
Arm length for 0.10 % error: 10.18 um
Arm length for 0.01 % error: 13.85 um
Neglected effects
Specific contact resistance: 1.0e-06 ohm cm2
Transfer length: 1.00 um
Mode reflection at top contact: -0.5388
Arm error, top contact, formula: 0.0604 %
Arm error, top contact, network: 0.0604 %
Drive power: 2.50 uW
Substrate thermal conductivity: 1.0 W/(m K)
Self-heating estimate: 0.064 K
Temperature coefficient size: 1.0e-03 per K
Resistance change by heating: 0.0064 %
Seebeck coefficient size: 50 uV/K
Thermoelectric voltage, upper estimate: 3.20 uV
  relative to signal: 0.145 %
Voltmeter offset 1 uV relative to signal: 0.045 %
Electric field in driven arm: 10.0 V/cm
Vertical film resistance: 3.33e-09 ohm cm2
Conductivity ratio 2, long arms V/(I Rs): 0.220633
Conductivity ratio 2, arm error at L=w: 0.5864 %
```
